\section*{The polaron equations and their Holstein and Landau-Pekar limits, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Problem: from the polaron equations to the Holstein and Fr\"ohlich limits}

One extra electron is added to an insulating crystal of $N$ cells with periodic boundary conditions. One band $\varepsilon_k$ is kept, and at first one phonon branch with $\omega_{-q}=\omega_q$. The harmonic Hamiltonian with linear coupling is
\begin{equation}
H=\sum_k\varepsilon_k c^\dagger_kc_k+\sum_q\hbar\omega_q a^\dagger_qa_q+\frac{1}{\sqrt N}\sum_{kq}g(k,q)\,c^\dagger_{k+q}c_k\,(a_q+a^\dagger_{-q}).
\label{H}
\end{equation}
Wavevectors run over the $N$ points of the first zone and $k+q$ is folded back into it. In a first-principles calculation $\varepsilon_k$, $\omega_q$ and $g$ are computed for the undistorted crystal. The ab initio polaron equations treat the lattice as a static classical distortion and the electron as one orbital $\psi=N^{-1/2}\sum_kA_k\psi_k$ with $N^{-1}\sum_k|A_k|^2=1$; this is an adiabatic mean-field description. The numerical check supplies the numbers that are not worked out in the text itself.

\subsection*{(a) Replace $a_q$ by the number $-B_q^*/\sqrt N$. Find the energy $E[A,B]$, the equations that make it stationary, and the relation of $E$ to the electron eigenvalue.}

\textbf{Solution.} The adjoint of the $(k,q)$ coupling term is $g^*(k,q)\,c_k^\dagger c_{k+q}(a_{-q}+a_q^\dagger)$, which has the operators of the term $(k+q,-q)$. Hermiticity therefore requires $g(k+q,-q)=g^*(k,q)$. In the state $\psi$, $\langle c^\dagger_{k+q}c_k\rangle=A^*_{k+q}A_k/N$. Define
\begin{equation}
M_q=\frac1N\sum_kA^*_{k+q}\,g(k,q)\,A_k .
\end{equation}
Shifting $k\to k+q$ in $M_{-q}$ gives $M_{-q}=N^{-1}\sum_kA_k^*\,g(k+q,-q)A_{k+q}=M_q^*$. The coupling energy is $-N^{-1}\sum_qM_q(B_q^*+B_{-q})$. Relabelling $q\to-q$ in the second term turns it into $M_q^*B_q$, so
\begin{equation}
E[A,B]=\frac1N\sum_k\varepsilon_k|A_k|^2+\frac1N\sum_q\hbar\omega_q|B_q|^2-\frac1N\sum_q\left(B_q^*M_q+B_qM_q^*\right).
\label{E}
\end{equation}
This is the expectation value of $H$ in a product of $\psi$ and a phonon coherent state, so its minimum is an upper bound to the ground-state energy of (\ref{H}).

The derivative with respect to $B_q^*$ vanishes when $\hbar\omega_qB_q=M_q$, which implies $B_{-q}^*=B_q$. For the derivative with respect to $A_k^*$, write $\sum_qB_q^*M_q=\sum_qB_{-q}^*M_q^*$, so that the coupling energy is $-N^{-1}\sum_q(B_q+B^*_{-q})M_q^*$ with $M_q^*=N^{-1}\sum_kA_k^*g^*(k,q)A_{k+q}$. With a multiplier $\varepsilon$ for the norm, and $B_q+B_{-q}^*=2B_q$,
\begin{align}
(\varepsilon_k-\varepsilon)A_k&=\frac2N\sum_qB_q\,g^*(k,q)\,A_{k+q},\label{A}\\
B_q&=\frac1N\sum_kA^*_{k+q}\,\frac{g(k,q)}{\hbar\omega_q}\,A_k.\label{B}
\end{align}
These are the polaron equations. Let $T=N^{-1}\sum_k\varepsilon_k|A_k|^2$ and $E_{\rm ph}=N^{-1}\sum_q\hbar\omega_q|B_q|^2$. Multiplying (\ref{A}) by $A_k^*/N$ and summing gives $T-\varepsilon=2N^{-1}\sum_qB_qM_q^*=2E_{\rm ph}$, and (\ref{E}) gives $E=T+E_{\rm ph}-2E_{\rm ph}$. Hence
\begin{equation}
\varepsilon=T-2E_{\rm ph},\qquad E=T-E_{\rm ph}=\varepsilon+E_{\rm ph}.
\label{rel}
\end{equation}
The program tests the stationarity of (\ref{E}) by finite differences, and the factor 2 by minimising a chain energy directly over real amplitudes and displacements.

\subsection*{(b) Let $g(k,q)=g_q$ be independent of $k$. Eliminate $B_q$ and write the result on the lattice.}

\textbf{Solution.} With Wannier functions $w_R$ defined by $\psi_k=N^{-1/2}\sum_Re^{ik\cdot R}w_R$, the orbital is $\psi=\sum_R\phi_Rw_R$, where
\begin{equation}
\phi_R=\frac1N\sum_kA_ke^{ik\cdot R},\qquad A_k=\sum_R\phi_Re^{-ik\cdot R},\qquad\sum_R|\phi_R|^2=1,
\end{equation}
all by $N^{-1}\sum_ke^{ik\cdot(R-R')}=\delta_{RR'}$. The same identity gives
\begin{equation}
\frac1N\sum_kA^*_{k+q}A_k=\sum_{RR'}\phi_R^*\phi_{R'}e^{iq\cdot R}\,\frac1N\sum_ke^{ik\cdot(R-R')}=\sum_R|\phi_R|^2e^{iq\cdot R}\equiv n_q ,
\end{equation}
so $B_q=g_qn_q/\hbar\omega_q$. Independence of $k$ means that, for this choice of Wannier functions, phonons couple only to site occupations.

Apply $N^{-1}\sum_ke^{ik\cdot R}$ to (\ref{A}). The band term becomes $\sum_{R'}h_{R-R'}\phi_{R'}$ with $h_R=N^{-1}\sum_k\varepsilon_ke^{ik\cdot R}$. On the right, $e^{ik\cdot R}=e^{i(k+q)\cdot R}e^{-iq\cdot R}$ gives $N^{-1}\sum_ke^{ik\cdot R}A_{k+q}=e^{-iq\cdot R}\phi_R$. Inserting $B_q$ and $n_q$, and using that $|g_q|^2/\omega_q$ is even because $g_{-q}=g_q^*$,
\begin{equation}
\sum_{R'}h_{R-R'}\phi_{R'}-\sum_{R'}V_{R-R'}|\phi_{R'}|^2\,\phi_R=\varepsilon\,\phi_R,\qquad V_R=\frac2N\sum_q\frac{|g_q|^2}{\hbar\omega_q}e^{iq\cdot R}.
\label{lat}
\end{equation}
Likewise $E_{\rm ph}=N^{-1}\sum_q|g_q|^2|n_q|^2/\hbar\omega_q=\frac12\sum_{RR'}|\phi_R|^2V_{R-R'}|\phi_{R'}|^2$. No approximation beyond (\ref{A}) and (\ref{B}) has been made. The phase of $g_q$ has dropped out. With several branches each $B_{q\nu}$ is eliminated separately and $|g_q|^2/\hbar\omega_q$ becomes $\sum_\nu|g_{q\nu}|^2/\hbar\omega_{q\nu}$.

\subsection*{(c) Holstein model: $g_q=g$, $\omega_q=\omega$, and hopping $t$ to the $z=2d$ neighbours of a hypercubic lattice of unit spacing. Reduce (\ref{lat}) and find the uniform, narrow and wide solutions.}

\textbf{Solution.} The band $\varepsilon_k=-t\sum_\delta e^{ik\cdot\delta}$, with $\delta$ the neighbour vectors, has $h_\delta=-t$ and no other element. The sum over all $q$, including $q=0$, gives $V_R=\gamma\,\delta_{R0}$ with $\gamma=2g^2/\hbar\omega$. Then
\begin{equation}
-t\sum_\delta\phi_{R+\delta}-\gamma|\phi_R|^2\phi_R=\varepsilon\,\phi_R,\qquad E=T-\frac\gamma2\sum_R|\phi_R|^4 .
\label{dnls}
\end{equation}
This is the stationary discrete nonlinear Schr\"odinger (DNLS) equation with attractive nonlinearity, and the reduction is exact for every $N$. The polaron equations contain no time, so they give only this stationary form. A dispersive $\omega_q$ makes $V_R$ nonlocal, and longer hoppings change the linear term.

\emph{Uniform.} For $\phi_R=N^{-1/2}$, substitution gives $\varepsilon=-zt-\gamma/N$ and $E=-zt-\gamma/2N$.

\emph{Narrow, $\gamma\gg t$.} Put amplitude $\eta$ on each neighbour of the origin, so $\phi_0^2=1-z\eta^2$ and $\phi_0^4\simeq1-2z\eta^2$. Each bond contributes $-2t\phi_0\eta$, and the neighbours are not adjacent to one another. To second order in $t/\gamma$, $E=-\gamma/2-2zt\eta+\gamma z\eta^2$, with minimum at $\eta=t/\gamma$:
\begin{equation}
E=-\frac\gamma2-\frac{zt^2}{\gamma}.
\end{equation}
For a chain with $\gamma=20t$ this is $-10.1\,t$ against the computed $-10.100126\,t$; the difference is of the size $t^4/\gamma^3=1.25\times10^{-4}\,t$.

\emph{Wide, $d=1$, $\gamma\ll t$.} For a smooth $\phi(x)$, Taylor expansion gives $\phi(x+1)+\phi(x-1)=2\phi+\phi''+\phi''''/12+\dots$, and site sums become integrals. At leading order $-t\phi''-\gamma\phi^3=(\varepsilon+2t)\phi$. For $\phi=C\,\mathrm{sech}\,\beta x$, the identity $\mathrm{sech}''=\mathrm{sech}-2\,\mathrm{sech}^3$ gives $\varepsilon+2t=-t\beta^2$ and $2t\beta^2=\gamma C^2$. The substitution $y=\tanh x$ gives $\int\mathrm{sech}^2=2$, $\int\mathrm{sech}^4=\int_{-1}^1(1-y^2)dy=4/3$ and $\int\mathrm{sech}^6=\int_{-1}^1(1-y^2)^2dy=16/15$. Normalisation is $2C^2/\beta=1$, so $\beta=\gamma/4t$. Then $E_{\rm ph}=\frac\gamma2\cdot\frac{\beta^2}{4}\cdot\frac{4}{3\beta}=\gamma\beta/6=2t\beta^2/3$, and (\ref{rel}) gives $E+2t=-t\beta^2/3$. Because $E$ is stationary, the fourth-derivative term changes it at first order by $-\frac t{12}\int(\phi'')^2dx$ in the unperturbed state, with
\begin{equation}
\int(\phi'')^2dx=\frac{\beta^4}{2}\left(2-4\cdot\frac43+4\cdot\frac{16}{15}\right)=\frac{7\beta^4}{15},\qquad E+2t=-\frac{t\beta^2}{3}-\frac{7t\beta^4}{180}+O(\beta^6).
\label{sech}
\end{equation}
At $\beta=0.2$ the $k$-space equations give $-0.01339678\,t$ and (\ref{sech}) gives $-0.01339556\,t$, a difference of $0.02\,\beta^6t$; at $\beta=0.1$ the values are $-0.00333724\,t$ and $-0.00333722\,t$.

\emph{Dimension.} In the continuum, the dilation $\phi_s(x)=s^{d/2}\phi(sx)$ keeps the norm and turns the energy above the band edge into $Ks^2-Us^d$, with $K,U>0$ the gradient and nonlinear terms. For $d=1$ there is a minimum at $s=U/2K$. For $d=2$ the form $(K-U)s^2$ selects no size. For $d=3$ the stationary point $s=2K/3U$ is a maximum, so the state spreads or shrinks to the lattice scale, and this model has no stable wide polaron. On a $7^3$ lattice a localised start with $\gamma=4t$ ends in the uniform state, $\varepsilon=-6t-4t/343=-6.011662\,t$, while $\gamma=14t$ gives $|\phi_0|^2=0.965$ and $E=-7.4444\,t$.

\emph{Example.} For a 41-site chain with $t=100$, $g=50$, $\hbar\omega=25$ meV, $\gamma=2\cdot50^2/25=200$ meV and $\beta=200/400=0.5$. The literal $k,q$ sums and real-space diagonalisation of (\ref{dnls}) both give $\varepsilon+2t=-26.513$ meV and $E+2t=-26.513+17.899=-8.614$ meV. The sech limit gives $-100\cdot0.25/3=-8.333$ meV, and the $\beta^4$ term brings it to $-8.576$ meV; these miss the lattice value by 3.3\% and 0.4\% of it.

\subsection*{(d) Take a chain with $g(k,q)=g_0\,(e^{-i(k+q)}+e^{ik})$ and constant $\omega$. Is the DNLS equation recovered?}

\textbf{Solution.} Inserting $A_k=\sum_n\phi_ne^{-ikn}$, the first term of $M_q$ contains $N^{-1}\sum_ke^{i(k+q)(n-1)}e^{-ikn'}$, which forces $n=n'+1$, and the second contains $N^{-1}\sum_ke^{i(k+q)n}e^{-ik(n'-1)}$, which forces $n'=n+1$. Thus $M_q=g_0\sum_nb_ne^{iqn}$ with the bond order $b_n=2\,\mathrm{Re}\,\phi_{n+1}^*\phi_n$. In (\ref{A}),
\begin{equation}
\frac1N\sum_ke^{ikn}g^*(k,q)A_{k+q}=g_0\left[e^{-iqn}\phi_{n+1}+e^{-iq(n-1)}\phi_{n-1}\right],
\end{equation}
and $2N^{-1}\sum_qB_qe^{-iqn}=2g_0b_n/\hbar\omega$. With $\gamma_b=2g_0^2/\hbar\omega$,
\begin{equation}
-(t+\gamma_bb_n)\phi_{n+1}-(t+\gamma_bb_{n-1})\phi_{n-1}=\varepsilon\,\phi_n .
\end{equation}
The nonlinearity sits in the hopping, so this is not (\ref{dnls}). For a wide, smooth real state, where $b_n\simeq2\phi_n^2$, it approaches the continuum cubic equation with $\gamma=4\gamma_b$. For $\gamma_b=2t$ the solution centred on a site has $\varepsilon=-3.523\,t$, and the least-squares fit of $\gamma$ and $\varepsilon$ in (\ref{dnls}) leaves a residual of norm $0.156\,t$, against $4\times10^{-12}\,t$ for the Holstein chain. Freeing the hopping cannot remove it, since an exact fit with another nonzero hopping would rescale to an exact fit with $t$.

\subsection*{(e) For a polar crystal and $|q|a\ll1$, with $a$ the lattice constant, find $\sum_\nu2|g_{q\nu}|^2/\omega_{q\nu}$ from the Born charges and dielectric tensors.}

\textbf{Solution.} Hartree atomic units are used from here on. Atom $j$ of mass $M_j$ is displaced by $u_je^{iq\cdot r}$. The Born charges give the polarisation $P_\beta=\Omega^{-1}\sum_{j\alpha}Z_{j,\beta\alpha}u_{j\alpha}$ in a cell of volume $\Omega$ and, from the energy $-\Omega P\cdot\mathcal E$, the force $F_{j\alpha}=\sum_\beta Z_{j,\beta\alpha}\mathcal E_\beta$. Define $z_{j\alpha}=\sum_\beta q_\beta Z_{j,\beta\alpha}$ and $e_\infty=q\cdot\epsilon_\infty\cdot q$. Gauss's law $\nabla\cdot(\epsilon_\infty\mathcal E+4\pi P)=0$ with $\mathcal E=-iq\Phi$ reads $e_\infty\Phi+4\pi i\,q\cdot P=0$, so
\begin{equation}
\Phi=-\frac{4\pi i}{\Omega e_\infty}\,z\cdot u,\qquad\mathcal E=-\frac{4\pi q}{\Omega e_\infty}\,z\cdot u,\qquad F=-\frac{4\pi}{\Omega e_\infty}\,z\,(z\cdot u).
\end{equation}
The force adds to the zero-field force constants $C$, taken at $q=0$: $C'=C+4\pi zz^T/\Omega e_\infty$. Let $e_\nu$, $\omega_\nu^2$ be the real eigenvectors and nonzero eigenvalues of $D=M^{-1/2}C'M^{-1/2}$. The electron energy is $-\Phi$ and the displacement per unit of $N^{-1/2}(a_q+a^\dagger_{-q})$ is $M^{-1/2}e_\nu/\sqrt{2\omega_\nu}$. With the overlap of the periodic Bloch parts at $k$ and $k+q$ set to 1, its limit for $qa\to0$,
\begin{equation}
g_{q\nu}=\frac{4\pi i}{\Omega e_\infty}\frac{z\cdot M^{-1/2}e_\nu}{\sqrt{2\omega_\nu}},\qquad\sum_\nu\frac{2|g_{q\nu}|^2}{\omega_\nu}=\Big(\frac{4\pi}{\Omega e_\infty}\Big)^2z\cdot y,
\end{equation}
where $y=M^{-1/2}\sum_\nu e_\nu\omega_\nu^{-2}e_\nu^TM^{-1/2}z$. The zero modes of $D$ are $M^{1/2}\tau$ with $\tau$ a rigid translation, and $z\cdot\tau=0$ by charge neutrality, $\sum_jZ_j=0$. Hence $M^{-1/2}z$ lies in the range of $D$ and $C'y=z$; other solutions differ by a translation and have the same $z\cdot y$.

Let $Cy_0=z$ and $x=4\pi z\cdot y_0/\Omega$. A static field along $q$ exerts forces proportional to $z$ and displaces the ions by $y_0$, so the static dielectric tensor obeys $q\cdot\epsilon_0\cdot q=e_\infty+x$. Since $C'y_0=z\,(1+x/e_\infty)$, $y=y_0/(1+x/e_\infty)$, and
\begin{equation}
\sum_\nu\frac{2|g_{q\nu}|^2}{\omega_\nu}=\frac{4\pi}{\Omega}\frac{x}{e_\infty(e_\infty+x)}=\frac{4\pi}\Omega\left(\frac1{q\cdot\epsilon_\infty\cdot q}-\frac1{q\cdot\epsilon_0\cdot q}\right).
\label{fro}
\end{equation}
The program tests (\ref{fro}) on a random anisotropic three-atom cell. For isotropic response it equals $4\pi/\Omega\kappa q^2$ with $1/\kappa=1/\epsilon_\infty-1/\epsilon_0$. Masses and frequencies have cancelled, because a static distortion depends only on force constants. Terms less singular in $q$ are dropped. Piezoelectric crystals are excluded: there $P\propto qu$ for acoustic modes, so $\Phi\propto q^0u$ and $|g|^2/\omega\propto\omega^{-2}\propto q^{-2}$, the same order as (\ref{fro}).

For a cubic diatomic crystal with charges $\pm Z^*$ and reduced mass $\mu$, the relative displacement obeys $\mu\ddot w=-\mu\omega_{\rm TO}^2w+Z^*\mathcal E$. A static field gives $\epsilon_0=\epsilon_\infty+4\pi Z^{*2}/\Omega\mu\omega_{\rm TO}^2$; the longitudinal field $-4\pi Z^*w/\Omega\epsilon_\infty$ gives $\omega_{\rm LO}^2=\omega_{\rm TO}^2+4\pi Z^{*2}/\Omega\mu\epsilon_\infty=\omega_{\rm TO}^2\epsilon_0/\epsilon_\infty$. Here $z$ is parallel to $q$, only the LO mode couples, and $|g_q|^2=2\pi\omega_{\rm LO}/\Omega\kappa q^2$ is the Fr\"ohlich vertex.

The polaron equations have been derived and reduced exactly to the stationary DNLS equation for the Holstein model, and the long-wavelength polar coupling has been expressed through the dielectric tensors. What remains is the Landau-Pekar limit for that coupling, its corrections at finite supercell size and lattice constant, and a numerical example compared with another bound on the ground-state energy.
